# Saturation efficiency of a carrier gas crossing a sublimation bed, part 2

A carrier gas enters a bed of subliming solid free of vapour and crosses it in steady isothermal flow. The problem is how closely the gas approaches saturation and how much vapour it delivers.

The bulk concentration $c$ (mol/m³) is the local vapour concentration weighted by the local velocity, so the vapour carried through a cross-section per unit time is $Qc$. Here $Q$ (m³/s) is the gas flow at the temperature $T$ and pressure $P$ of the bed. The surface of the solid stays at equilibrium with the gas touching it. For vapour pressure $p_s$ and gas constant $R$, the equilibrium concentration is

$$c_s=\frac{p_s}{RT}.$$

The molar flux from solid to gas, in mol/(m² s), defines the mass-transfer coefficient $k$ (m/s):

$$J=k(c_s-c).$$

Let $a$ be the area of solid passed since the inlet, running from $0$ to the exposed area $A$ (m²). For dilute vapour in plug flow, the bed balance is

$$Q\frac{dc}{da}=k(c_s-c).$$

The deficit is $c_s-c$. With constant $k$ and outlet concentration $c_{\rm out}$, the number of transfer units, the efficiency and the delivered rate (mol/s) are

$$N=\frac{kA}{Q},$$

$$E=\frac{c_{\rm out}}{c_s}=1-\exp\left(-\frac{kA}{Q}\right),$$

$$\dot n=Qc_{\rm out}=Qc_s\left(1-e^{-N}\right).$$

Plug flow neglects diffusion along the bed. For diffusivity $D$, bed length $L$, open cross-section $S$ and mean gas speed $\bar u=Q/S$, the size of the neglected term relative to the flow scale $Qc_s$ is estimated as

$$\frac{SDNc_s/L}{Qc_s}=\frac{ND}{\bar uL}.$$

For $N>1$, with constant $k$ and a feed that brings no net vapour flux into the bed, this diffusion raises the remaining deficit, to leading order, by the relative amount $N^2D/(\bar uL)$.

The worked example has a bed at 400 K and 2000 Pa, a vapour pressure of 10 Pa, $k=0.02$ m/s, $A=0.01$ m² and $Q=1.2365\times10^{-4}$ m³/s. These give $c_s=3.007\times10^{-3}$ mol/m³, $N=1.617$, $E=0.802$ and $\dot n=2.98\times10^{-7}$ mol/s.

## Mixing, entrance flow and finite dilution

The symbols carried over are the bulk vapour concentration $c$, its equilibrium value $c_s$, the transfer coefficient $k$, the exposed area $A$, the actual gas flow $Q$ and the number of transfer units $N=kA/Q$. For a clean inlet, dilute vapour, plug flow and constant $k$, the efficiency is $E=c_{\rm out}/c_s=1-e^{-N}$, and the delivered rate is $Qc_sE$. The worked example has $k=0.02$ m/s, $A=0.01$ m², $Q=1.2365\times10^{-4}$ m³/s and $N=1.617$, which give $E=0.802$. Three of its assumptions can be replaced by explicit models: plug flow, constant $k$ and dilution.

Consider first the mixing of gas along the bed. Divide the bed into $M$ equal cells in series, each perfectly stirred and each holding the area $A/M$. The gas in cell $j$ has the uniform concentration $c_j$, which is also the concentration leaving it. The steady balance of the cell is

$$Q(c_j-c_{j-1})=\frac{kA}{M}(c_s-c_j).$$

Let $d_j=c_s-c_j$ be the deficit, so that $c_j-c_{j-1}=d_{j-1}-d_j$. Division by $Q$ gives $d_{j-1}-d_j=(N/M)d_j$, or

$$d_j=\frac{d_{j-1}}{1+N/M}.$$

The clean inlet has $d_0=c_s$. Applying the relation $M$ times yields

$$1-E_M=\left(1+\frac{N}{M}\right)^{-M}.$$

For a single stirred vessel this becomes $E_1=1-1/(1+N)=N/(1+N)$. The example gives $1.617/2.617=0.618$, compared with 0.802 in plug flow, although $k$, $A$ and $Q$ are the same. Ten cells give 0.777. The exponential therefore depends on the flow pattern as well as on the value of $kA/Q$.

The cause is the driving force. In a stirred vessel the whole area faces gas at the outlet concentration, where the deficit is smallest. In plug flow the area near the inlet faces cleaner gas and supplies vapour faster. The difference grows when high saturation is required: solving $E=N/(1+N)$ gives $N=E/(1-E)$, so an efficiency of 0.95 needs $N=19$ in one stirred vessel, against $\ln20=3.0$ in plug flow.

The approach to plug flow follows from the logarithm of the deficit. For $N/M$ small, $\ln(1+N/M)=N/M-N^2/(2M^2)+\cdots$, and hence

$$\ln(1-E_M)=-M\ln\left(1+\frac{N}{M}\right)=-N+\frac{N^2}{2M}+\cdots.$$

To leading order, mixing raises the remaining deficit by the relative amount $N^2/(2M)$, which vanishes as $M$ grows. Since $\ln(1+x)<x$ for positive $x$, the deficit with any finite number of cells is larger than $e^{-N}$.

A different failure occurs when part of the gas bypasses the solid. Let a fraction $f$ of the flow miss it completely, and let the rest cross the full area in plug flow with the same $k$. The flow through the bed is then $(1-f)Q$, and its number of transfer units is $N/(1-f)$. After the two streams mix at the outlet,

$$E=(1-f)\left[1-\exp\left(-\frac{N}{1-f}\right)\right].$$

For large $N$ this tends to $1-f$. More area cannot repair a bypass, whereas in a stirred vessel more area does bring the gas towards saturation.

The assumption of constant $k$ can be examined in a passage simple enough to solve: a flat slit between two saturated solid walls, separated by $2b$. The flow is laminar and fully developed, with mean speed $\bar u$. Let $\eta$ be the distance from the midplane divided by $b$. The velocity is $\bar u w(\eta)$, with

$$w(\eta)=\frac32(1-\eta^2),\qquad \int_0^1w\,d\eta=\frac32\left(1-\frac13\right)=1.$$

With diffusion along the flow neglected, the steady balance at each point equates transport by the flow to diffusion across the gap:

$$\bar uw\frac{\partial c}{\partial x}=\frac{D}{b^2}\frac{\partial^2c}{\partial\eta^2}.$$

Here $x$ is the distance from the start of the subliming walls and $D$ is the diffusivity. Define the relative deficit $\varphi=(c_s-c)/c_s$ and the scaled distance $\xi=xD/(b^2\bar u)$. The change of sign from $c$ to $\varphi$ occurs on both sides, and the equation becomes

$$w\frac{\partial\varphi}{\partial\xi}=\frac{\partial^2\varphi}{\partial\eta^2}.$$

The clean inlet gives $\varphi=1$ at $\xi=0$, the saturated wall gives $\varphi=0$ at $\eta=1$, and symmetry makes $\partial\varphi/\partial\eta$ vanish at $\eta=0$. The bulk deficit is the flow average $\Phi=\int_0^1w\varphi\,d\eta$, and the efficiency is $E=1-\Phi$.

The flux from the wall into the gas is $D/b$ times $\partial c/\partial\eta$ at the wall, which equals $-(Dc_s/b)\,\partial\varphi/\partial\eta$ there. By definition it is also $kc_s\Phi$. The scaled transfer coefficient is therefore

$$\kappa=\frac{kb}{D}=-\frac{1}{\Phi}\left.\frac{\partial\varphi}{\partial\eta}\right|_{\eta=1}.$$

Integrating the balance over $\eta$ from 0 to 1 leaves $d\Phi/d\xi$ on the left and the wall gradient on the right, since the gradient at the midplane is zero. Thus $d\Phi/d\xi=-\kappa\Phi$. This is the earlier bed balance, with $k$ now determined by the concentration profile.

To see how $\kappa$ behaves, look for solutions $\psi_m(\eta)e^{-\lambda_m\xi}$. They satisfy $-\psi_m''=\lambda_mw\psi_m$ with the same wall and midplane conditions. Multiply this equation by $\psi_n$, subtract the equation with $m$ and $n$ exchanged, and integrate:

$$(\lambda_m-\lambda_n)\int_0^1w\psi_m\psi_n\,d\eta
=\Big[\psi_m\psi_n'-\psi_n\psi_m'\Big]_0^1=0.$$

The bracket vanishes at the wall because both functions are zero, and at the midplane because both slopes are zero. Different modes are therefore orthogonal with weight $w$. Expanding the inlet value $\varphi=1$ in these modes gives the coefficients $\int w\psi_m\,d\eta/\int w\psi_m^2\,d\eta$. Taking the flow average multiplies each by another $\int w\psi_m\,d\eta$, so

$$\Phi=\sum_mB_me^{-\lambda_m\xi},\qquad
B_m=\frac{\left(\int_0^1w\psi_m\,d\eta\right)^2}{\int_0^1w\psi_m^2\,d\eta}\ge0.$$

The local coefficient is $\kappa=-\Phi^{-1}d\Phi/d\xi$, or

$$\kappa=\frac{\sum_m\lambda_mB_me^{-\lambda_m\xi}}{\sum_mB_me^{-\lambda_m\xi}}.$$

This is an average of the decay rates with non-negative weights. It cannot lie below the smallest rate $\lambda_1$, and it tends to $\lambda_1$ downstream, where the faster modes have died out. Near the inlet the vapour has penetrated only a thin layer beside the wall, the gradient is steep and the coefficient is high. Farther on, the profile keeps its shape while its size decays, and $k$ is constant.

The amplitude $B_1$, written $B$ below, is less than one. This follows from the Cauchy–Schwarz inequality with $\int w\,d\eta=1$, because $\psi_1$ is not constant across the gap. Far downstream the deficit is thus

$$1-E\simeq Be^{-N},$$

where $N=\lambda_1\xi$ is computed with the developed coefficient. That this $N$ is again $kA/Q$ can be seen for one half of the slit: per unit width its area is $x$ and its flow is $\bar ub$, so $kx/(\bar ub)=\kappa xD/(b^2\bar u)=\kappa\xi$.

A finite-volume calculation with 300 cells across the half-gap, followed by diagonalization, gives $\lambda_1=1.885$ and $B=0.910$. At $\xi=0.02$ the local $\kappa$ is 3.00, well above its developed value. For a slit whose length gives the example value $N=1.617$ with the developed coefficient, the efficiency is

$$E=1-0.9104\times0.1984=0.819.$$

The constant-coefficient formula gives 0.802, which is lower by about 2% of the slit value. The area-averaged coefficient is 1.058 times the developed one, and using that average in the exponential recovers 0.819. The average includes the entrance, so it depends on flow and length even though the developed coefficient does not.

The developed value $k=1.885D/b$ does not contain the flow speed. In a long slit, then, holding $k$ fixed while $Q$ changes is justified, apart from the entrance contribution. The slit also gives a definite form to the condition for neglecting diffusion along the flow. The earlier estimate of that term was $ND/(\bar uL)$ for length $L$. Inserting $N=\lambda_1LD/(b^2\bar u)$ turns it into

$$\frac{ND}{\bar uL}=\lambda_1\left(\frac{D}{\bar ub}\right)^2.$$

The length cancels in this ratio, which is small when $\bar ub$ is large compared with $D$; for the deficit of a long slit the relevant size is $N$ times the ratio. The estimate omits the ends of the subliming walls, where diffusion along the flow lets extra vapour into the gas. That end effect falls off more slowly than $(D/\bar ub)^2$ and has the opposite sign, so at small and moderate $N$ diffusion along the slit can raise the efficiency instead of lowering it. The description also needs a mean free path that is short compared with the gap; otherwise the diffusion equation no longer applies.

The last assumption to replace is dilution. At finite vapour content, the vapour leaving the surface produces a flow of its own, and the gas volume grows along the bed. Let $y$ be the mole fraction of vapour, $y_s=p_s/P$ its equilibrium value at pressure $P$, and $C=P/(RT)$ the total molar concentration. Represent the transfer resistance by a stagnant film of thickness $\delta$, across which the carrier has no net flux. The total molar flux is then the vapour flux $J$ itself. With $s$ measured from the surface into the gas, diffusion plus transport by the total flux gives

$$J=-CD\frac{dy}{ds}+yJ.$$

Moving the last term to the left and dividing by $1-y$,

$$J=-\frac{CD}{1-y}\frac{dy}{ds}=CD\frac{d}{ds}\ln(1-y).$$

The flux is constant across the film. Integration from $y_s$ at the surface to the bulk value $y$ at $s=\delta$, with $k=D/\delta$, yields

$$J=kC\ln\frac{1-y}{1-y_s}.$$

For small mole fractions the logarithm becomes $y_s-y$, and the dilute law $J=k(c_s-c)$ returns. The film thickness is held fixed in this model, so $k$ remains constant.

The carrier is neither supplied nor removed, and its molar flow $F_c$ is the same at every section. The vapour flow is $F_cy/(1-y)$, whose derivative with respect to $y$ is $F_c/(1-y)^2$. The balance over an area $da$ is therefore

$$\frac{F_c}{(1-y)^2}\,dy=kC\ln\frac{1-y}{1-y_s}\,da.$$

Define $Q=F_c/C$, the volumetric flow of the carrier alone at bed conditions, and let $\nu=ka/Q$ count the transfer units passed so far. With $\theta=y/y_s$, division by $F_cy_s$ gives

$$\frac{d\theta}{d\nu}=\frac{(1-y_s\theta)^2}{y_s}\ln\frac{1-y_s\theta}{1-y_s}.$$

At uniform temperature and pressure, $\theta$ at the outlet is again $c_{\rm out}/c_s$.

To find the leading correction, expand both factors for small $y_s$. The logarithm divided by $y_s$ is $(1-\theta)+y_s(1-\theta^2)/2$ to first order, which equals $(1-\theta)[1+y_s(1+\theta)/2]$. The square is $1-2y_s\theta$. Their product is

$$\frac{d\theta}{d\nu}=(1-\theta)\left[1+\frac{y_s}{2}(1-3\theta)\right]+O(y_s^2).$$

Write $\theta=\theta_0+y_s\theta_1$. At zeroth order $\theta_0=1-e^{-\nu}$. Collecting the terms proportional to $y_s$ and inserting $\theta_0$,

$$\frac{d\theta_1}{d\nu}=-\theta_1+\frac{e^{-\nu}}{2}\left(-2+3e^{-\nu}\right).$$

Multiplication by $e^\nu$ makes the terms in $\theta_1$ a single derivative, $d(e^\nu\theta_1)/d\nu=-1+\frac32e^{-\nu}$. Since $\theta_1=0$ at the inlet, integration to $\nu=N$ gives

$$E=1-e^{-N}+y_se^{-N}\left[\frac32\left(1-e^{-N}\right)-N\right]+O(y_s^2).$$

Two effects compete in the bracket. The flow leaving the surface increases transfer, while the added vapour enlarges the gas stream that has to be saturated. The bracket is positive for small $N$, where it is close to $N/2$, and negative for large $N$.

In the example $y_s=10/2000=0.005$, and the correction is $0.005\times0.198\times(1.202-1.617)=-4.1\times10^{-4}$. The efficiency changes from 0.8016 to 0.8012. The delivered rate changes in the other direction. It is $F_cy/(1-y)$, and $F_c=QC=Qc_s/y_s$, so

$$\dot n=\frac{Qc_sE}{1-y_sE}.$$

This gives $2.991\times10^{-7}$ mol/s, which is 0.35% above the dilute value of $2.980\times10^{-7}$ mol/s.

At $y_s=0.2$, with the same $N$ and the same carrier flow, Runge–Kutta integration of the full equation gives $E=0.786$, about 2% below the dilute 0.802. The factor multiplying $Qc_s$ in the rate is then $0.7859/(1-0.2\times0.7859)=0.932$, about 16% above 0.802. At this $N$ the dilute formula thus remains useful for the efficiency after it has become poor for the delivered amount. At small $N$ both are affected: the first-order result then raises the efficiency by the relative amount $y_s/2$.

Measurements at several flows can distinguish some of these cases. For dilute plug flow with fixed $k$, a plot of $-\ln(1-E)$ against $1/Q$ is a straight line through the origin with slope $kA$. In a long laminar slit the slope is the same product with the developed coefficient, but the extrapolated line has the intercept $-\ln B=0.094$. For one stirred vessel it is $E/(1-E)$ that is linear in $1/Q$. Such plots need accurate data near saturation: since $N=-\ln(1-E)$, a small error $\Delta E$ produces an error $\Delta E/(1-E)$ in $N$. At $E=0.802$, an error of 0.01 in the efficiency becomes 0.05 in $N$, or about 3% of the inferred $kA$.
